# The SCF commutator as orbital gradient, and what its raw norm hides

Two trial densities for the helium atom, expanded in the same three Gaussian functions, have the same value of the self-consistency measure, $\|FPS-SPF\|=9.35\times10^{-3}$ eV. The first lies 4.10 eV above the lowest self-consistent energy of that basis, the second $9.4\times10^{-7}$ eV above it. A measure that vanishes at self-consistency has given equal marks to an error of several electronvolts and to one below a microelectronvolt.

The explanation needs, besides the quadratic dependence of the energy error on the gradient near a minimum, three facts about

$$R=FPS-SPF .$$

It vanishes if and only if the density is self-consistent. In an orthonormal basis it is the orbital gradient up to a fixed factor. In the raw basis, its components along the eigenvectors of the overlap matrix are those of that gradient weighted by square roots of overlap eigenvalues. Two derivations follow, one with orbitals and one with the density matrix alone.

## Conventions and the first variation

The system is a closed shell with real orbitals in restricted Hartree–Fock theory. The $n$ basis functions are linearly independent, so their overlap matrix $S$ is positive definite. The occupied orbitals are the columns of $C_o$, with $C_o^TSC_o=1$, and

$$P=C_oC_o^T,\qquad PSP=P .$$

This $P$ describes one spin; the total density matrix is $2P$. Indices $i,j$ denote occupied orbitals, $a$ virtual ones, and $\|\cdot\|$ is the Frobenius norm, the root of the sum of squared elements. The algebra is in atomic units.

The Fock matrix is $F=h+G[P]$ with $G=2J-K$, where

$$J_{pq}=\sum_{rs}(pq|rs)P_{rs},\qquad K_{pq}=\sum_{rs}(pr|qs)P_{rs}.$$

The electronic energy is

$$E=2\,\mathrm{Tr}\,hP+\mathrm{Tr}\,P\,G[P]=\mathrm{Tr}\,P(h+F).$$

The map $G$ is linear, and the permutation symmetry of the integrals gives $\mathrm{Tr}\,A\,G[B]=\mathrm{Tr}\,B\,G[A]$ for symmetric $A,B$. The two terms from varying $\mathrm{Tr}\,P\,G[P]$ are therefore equal, and

$$dE=2\,\mathrm{Tr}\,h\,dP+2\,\mathrm{Tr}\,G[P]\,dP=2\,\mathrm{Tr}\,F\,dP. \tag{1}$$

Self-consistency means that the $F$ built from $P$ has the occupied space as an invariant space:

$$FC_o=SC_o\varepsilon, \tag{2}$$

with $\varepsilon$ a symmetric matrix. An orthogonal mixing of the occupied orbitals, which leaves $P$ unchanged, makes $\varepsilon$ diagonal and gives the Roothaan equations.

## First derivation: rotating orbitals

Complete the occupied orbitals by virtual ones to a square matrix $C$ with $C^TSC=1$. Any antisymmetric matrix $\kappa$ gives new orthonormal orbitals $Ce^{\kappa}$, because $e^{\kappa^T}e^{\kappa}=1$. Rotations within the occupied or within the virtual set leave $P$ unchanged, so keep $\kappa_{ai}=-\kappa_{ia}$. To first order

$$c_i\to c_i+\sum_a c_a\kappa_{ai},\qquad dP=\sum_{ai}\kappa_{ai}\,(c_ac_i^T+c_ic_a^T).$$

Insert this into (1). Each of the two terms gives $F_{ai}=c_a^TFc_i$, since $F$ is symmetric:

$$dE=4\sum_{ai}\kappa_{ai}F_{ai},\qquad \frac{\partial E}{\partial\kappa_{ai}}=4F_{ai}. \tag{3}$$

One factor of 2 comes from spin, the other from the two terms in $dP$.

Now transform $R$ to the orbital basis. Write $P=CnC^T$, where $n$ is diagonal with 1 for occupied and 0 for virtual orbitals, and let $\tilde F=C^TFC$. Then

$$C^TFPSC=\tilde F\,n\,(C^TSC)=\tilde Fn,\qquad C^TSPFC=n\tilde F,$$

$$(C^TRC)_{pq}=\tilde F_{pq}(n_q-n_p). \tag{4}$$

The occupied–occupied and virtual–virtual blocks vanish. The $(a,i)$ element is $F_{ai}$ and the $(i,a)$ element is $-F_{ai}$. Up to the factor 4, the nonzero content of $R$ is the gradient (3).

Since $C$ is invertible, $R=0$ if and only if all $F_{ai}=0$. To connect this with (2), use $C^TSC=1$, which implies $SCC^T=1$, and expand

$$Fc_i=SCC^TFc_i=\sum_jSc_j\,F_{ji}+\sum_aSc_a\,F_{ai}.$$

The vectors $Sc_p$ are linearly independent, so the second sum vanishes if and only if $F_{ai}=0$. What remains is (2). This proves the equivalence in both directions.

The same orbitals show how the raw norm loses information. From $C^{-1}=C^TS$, equation (4) inverts to

$$R=\sum_{ai}F_{ai}\left(Sc_a\,c_i^TS-Sc_i\,c_a^TS\right). \tag{5}$$

Suppose that a single $F_{ai}$ is nonzero, and set $x=Sc_a$, $y=Sc_i$. Multiplying out the trace gives

$$\|xy^T-yx^T\|^2=2\left[|x|^2|y|^2-(x\cdot y)^2\right]. \tag{6}$$

The orbitals are normalized with $S$, but (6) contains the plain lengths of $Sc_a$ and $Sc_i$. Let $Su_k=s_ku_k$ with $|u_k|=1$, and let the virtual orbital be

$$v=u_k/\sqrt{s_k},\qquad v^TSv=1 .$$

Then $|Sv|=\sqrt{s_k}$. The inner product in (6) is $v^TS^2c_i=s_k\,v^TSc_i=0$, because $v$ and $c_i$ are orthogonal in the metric $S$. Hence

$$\|R\|=\sqrt2\,|F_{vi}|\,\sqrt{s_k}\,|Sc_i|. \tag{7}$$

The energy slope for this rotation is $4F_{vi}$, with no factor $\sqrt{s_k}$. If the overlap eigenvalue is so small that $s_k|Sc_i|^2\ll1$, the reported residual is much smaller than the force on the orbital.

## Second derivation: moving the density matrix

The second route uses no virtual orbitals. Choose any invertible $X$ with $X^TSX=1$ and define

$$F'=X^TFX,\qquad P'=X^{-1}PX^{-T}.$$

Because $X^{-T}X^{-1}=S$, the condition $PSP=P$ becomes $P'^2=P'$. Inserting $XX^{-1}$ and $X^{-T}X^T$ next to $P$ gives

$$X^TFPSX=(X^TFX)(X^{-1}PX^{-T})(X^TSX)=F'P'.$$

The other term is its transpose, so

$$R'\equiv X^TRX=F'P'-P'F'. \tag{8}$$

This matrix is antisymmetric. By cyclic permutation, (1) becomes $dE=2\,\mathrm{Tr}\,F'dP'$.

An idempotent $P'$ stays idempotent, with the same trace, along $P'(t)=e^{tA}P'e^{-tA}$ with $A^T=-A$. At $t=0$ its derivative is $AP'-P'A$, and therefore

$$\frac{dE}{dt}=2\,\mathrm{Tr}\,F'(AP'-P'A)=2\,\mathrm{Tr}\,A(P'F'-F'P')=2\,\mathrm{Tr}\,A^TR'. \tag{9}$$

The last step uses $P'F'-F'P'=-R'$ and $A^T=-A$. With $\mathrm{Tr}\,A^TB$ as inner product, the gradient is $2R'$.

These curves cover all allowed first-order changes. Differentiating $P'^2=P'$ gives $dP'=dP'\,P'+P'dP'$. Multiplication by $P'$ on both sides shows that $P'dP'P'=0$. Multiplication by $Q'=1-P'$ on both sides shows that $Q'dP'Q'=0$. Thus $dP'=Q'dP'P'+P'dP'Q'$. Choose $A=dP'P'-P'dP'=Q'dP'P'-P'dP'Q'$, which is antisymmetric. Then $AP'-P'A=Q'dP'P'+P'dP'Q'=dP'$, as required.

If $R'\neq0$, the choice $A=R'$ gives $dE/dt=2\|R'\|^2>0$, so the density is not stationary. If $R'=0$, every slope (9) vanishes. In that case the symmetric matrices $F'$ and $P'$ commute and share a set of eigenvectors. Those on which $P'$ has eigenvalue 1 form $C'_o$, with $F'C'_o=C'_o\varepsilon$. With $C_o=XC'_o$ and $X^{-T}=SX$ this is again (2). Conversely, (2) gives $FPS=SC_o\varepsilon C_o^TS$, which is symmetric, so $R=0$.

The factors 2 and 4 describe the same slope. The trace in (9) contains both $(a,i)$ and $(i,a)$, and each contributes $\kappa_{ai}F_{ai}$. The total is $4\kappa_{ai}F_{ai}$, as in (3). Equation (4) likewise gives $\|R'\|^2=2\sum_{ai}F_{ai}^2$.

This norm does not depend on the choice of $X$. If $Y$ also satisfies $Y^TSY=1$, then $Y=XW$ with $W^TW=1$, and $R'$ becomes $W^TR'W$. The raw norm has no such invariance. If a basis function is multiplied by $\lambda_p$, the matrix element $R_{pq}$ is multiplied by $\lambda_p\lambda_q$, although the physical density is the same.

For the raw norm, let $U$ contain the eigenvectors of $S$ and take $X=Us^{-1/2}$, with $s$ the diagonal matrix of eigenvalues. Then $R=X^{-T}R'X^{-1}$ gives

$$(U^TRU)_{ij}=\sqrt{s_is_j}\,R'_{ij},\qquad \|R\|^2=\sum_{ij}s_is_jR_{ij}'^2, \tag{10}$$

where $i,j$ now number overlap eigenvectors. The diagonal of $R'$ is zero, so with $s_1\le s_2\le\dots\le s_n$

$$\sqrt{s_1s_2}\,\|R'\|\le\|R\|\le\sqrt{s_{n-1}s_n}\,\|R'\|. \tag{11}$$

For linearly independent functions an exact zero is therefore a zero in both bases. A small value is a different matter: a raw norm $\tau$ guarantees only $\|R'\|\le\tau/\sqrt{s_1s_2}$.

## Helium with a close pair of exponents

The basis has three normalized s functions, $\chi_\alpha=(2\alpha/\pi)^{3/4}e^{-\alpha r^2}$. One has exponent 12 Å$^{-2}$; the other two have exponents $3(1\pm\delta/2)$ Å$^{-2}$. The integrals are analytic and were evaluated with 40 digits, so that cancellation within the pair does not disturb the result. One orbital $c$ is doubly occupied, and $P=cc^T$.

The overlap of the pair is

$$\left(1-\tfrac{\delta^2}{4}\right)^{3/4}\simeq1-\tfrac{3}{16}\delta^2 .$$

At $\delta=0.001$ this is 0.9999998125. The squared norm of the difference of the two functions is twice the deficit, $\tfrac38\delta^2$. The difference itself is, to leading order, $\delta$ times

$$\frac{\partial\chi_\alpha}{\partial\ln\alpha}=\left(\tfrac34-\alpha r^2\right)\chi_\alpha, \tag{12}$$

whose squared norm is thus $\tfrac38$. This is a smooth function that changes the radial extent of the orbital. Near dependence makes its coefficient vector long, but does not make the function useless.

The smallest overlap eigenvalue follows from the same limit. The unit vector $(1,-1,0)/\sqrt2$ has squared function norm $\tfrac{3}{16}\delta^2$. Admixtures of order $\delta$ of the other two directions can remove whatever part of the difference lies in the span of $\chi_\alpha$ and the third function $\chi_\beta$. They change the length of the coefficient vector only at order $\delta^2$. The derivative (12) is orthogonal to $\chi_\alpha$, since $\chi_\alpha$ stays normalized. Its overlap with $\chi_\beta$ is

$$\frac{\partial}{\partial\ln\alpha}\left(\frac{2\sqrt{\alpha\beta}}{\alpha+\beta}\right)^{3/2}
=\frac32\left(\frac12-\frac{\alpha}{\alpha+\beta}\right)\left(\frac{2\sqrt{\alpha\beta}}{\alpha+\beta}\right)^{3/2}.$$

For $\alpha=3$ and $\beta=12$ the bracketed ratio is 0.8, and the overlap is $0.45\times0.8^{3/2}$. The part of $\chi_\beta$ orthogonal to $\chi_\alpha$ has squared norm $1-0.8^3=0.488$. The fraction of the squared norm of the derivative that can be removed is

$$\frac{0.45^2\times0.8^3}{0.375\times0.488}=0.567,$$

so $s_1\simeq\tfrac{3}{16}(1-0.567)\delta^2=0.081\,\delta^2$. Diagonalization at $\delta=0.001$ gives $8.13\times10^{-8}$.

The first density of the opening is constructed by leaving this eigenvector out. The orbital is made self-consistent, by repeated diagonalization, in the span of $u_2$ and $u_3$, and is then examined in the full basis. Its gradient towards the virtual orbital of that span is zero. The one remaining virtual direction is $v=u_1/\sqrt{s_1}$, so (7) applies without approximation. In the table, $\Delta E$ is the energy above the lowest self-consistent energy in all three functions.

| $\delta$ | $s_1$ | $\|R'\|$ (eV) | $\|R\|$ (eV) | $\Delta E$ (eV) |
|---|---|---|---|---|
| 0.1 | $8.10\times10^{-4}$ | 20.23 | 0.932 | 4.08 |
| 0.01 | $8.13\times10^{-6}$ | 20.27 | 0.0935 | 4.10 |
| 0.001 | $8.13\times10^{-8}$ | 20.27 | 0.00935 | 4.10 |

As $\delta\to0$, $v$ tends to a normalized function, the part of (12) orthogonal to $\chi_\alpha$ and $\chi_\beta$. The gradient and the energy error therefore tend to constants. The raw norm contains $\sqrt{s_1}\propto\delta$ and falls tenfold per row.

At $\delta=0.001$ the matrix element is $|F_{vc}|=14.330$ eV. The energy slope is $4\times14.330=57.32$ eV per radian, and $\|R'\|=\sqrt2\times14.330=20.27$ eV. With $|Sc|=1.6186$, (7) gives

$$\|R\|=20.27\times\sqrt{8.127\times10^{-8}}\times1.6186=9.35\times10^{-3}\ \text{eV}.$$

Leaving out the middle eigenvector, with $s_2=0.371$, gives a contrasting case. The energy error is now 3.62 eV and $\|R'\|=18.7$ eV, both similar to before, but $\|R\|=18.4$ eV. The raw norm reports this error almost in full, because the small factor $\sqrt{s_2}$ is offset by $|Sc|$, which the largest eigenvalue, 2.63, allows to exceed 1.

The second density of the opening lies on the line from the self-consistent orbital towards this last state, normalized at each point. A root search placed it $5.07\times10^{-4}$ of the way along, where its raw norm equals $9.35\times10^{-3}$ eV. Its orthonormal norm is $9.56\times10^{-3}$ eV, against 20.27 eV for the first density. Orthogonalization separates the two states that the raw norm could not tell apart.

The norm $\|R'\|$ is still a gradient and not an energy error. Near a minimum with positive definite Hessian $H$, a displacement $x$ has gradient $g=Hx$ and energy error $\tfrac12x^THx=\tfrac12g^TH^{-1}g$. The error is quadratic in the gradient and depends on the curvature. The second density is close to the minimum, hence its tiny energy error. Multiplying that error by the squared ratio of the two orthonormal norms, $(20.27/9.56\times10^{-3})^2$, gives 4.2 eV, close to the 4.10 eV of the first density. The closeness is partly accidental. The Hessian at this minimum has eigenvalues 274 and 809 eV per squared radian, so a gradient of 57.3 eV per radian corresponds to a quadratic error anywhere between 2.0 and 6.0 eV, depending on its direction, and the two densities are displaced in different directions. Higher-order terms can also matter far from the minimum.

The hiding also needs a force to hide. If the energy of the two-function limit were already stationary with respect to $\alpha$, its derivative along (12) would vanish. The parts of (12) within the optimized span contribute nothing, so $F_{vc}$ would tend to zero as well. The large error here reflects an exponent of 3 Å$^{-2}$ that is not optimal beside 12 Å$^{-2}$.

The reference energy at $\delta=0.001$, $-73.60$ eV, belongs to this three-function basis. It lies about 4.3 eV above the Hartree–Fock energy in a large basis ($-77.87$ eV in cc-pV5Z), and it also lacks electron correlation, about 1.1 eV more, and relativistic effects. The errors quoted are relative to it, not to the energy of the real atom.

## What each derivation assumes

Both derivations rest on (1), a symmetric $F$ built from the current $P$, and an invertible $S$. They need no other property of Hartree–Fock theory, so they hold for any mean-field energy with $dE=2\,\mathrm{Tr}\,F\,dP$.

The condition on $F$ matters in an iteration. Suppose an old Fock matrix is diagonalized in the metric $S$, $Fc=\varepsilon Sc$, and $P$ is formed from $S$-orthonormal solutions. That pair satisfies (2), and its commutator vanishes whether or not the density has converged. The residual tells whether the new $P$ is self-consistent only after $F$ has been rebuilt from it.

The orbital derivation assumes a complete set of virtual orbitals. In return it has independent parameters $\kappa_{ai}$, and (5) identifies which rotation is unconverged. The density derivation assumes only an idempotent $P'$ and an orthonormal metric. It leaves the orbitals unspecified, but its parameters are redundant: the parts of $A$ that mix occupied orbitals among themselves, or virtual ones among themselves, do not change the density to first order.

Idempotency enters the second derivation when (9) is said to cover all allowed changes, and again when the eigenvectors of $P'$ with eigenvalue 1 are taken to give the whole density. With fixed fractional occupations, (9) still gives the slope under rotations, and (4) still holds with fractional $n_p$. A zero commutator then says nothing about changing the occupations.

Neither derivation assumes aufbau filling, and neither can establish it. If the electron repulsion is switched off, $F=h$, and any selection of $S$-orthonormal solutions of $hc=\varepsilon Sc$ gives $R=0$, including selections far above the ground state. Self-consistency is a first-order condition. If the second variation is positive for every nonzero occupied–virtual rotation, the point is a local minimum among closed-shell densities with real orbitals; if it is negative for any of them, the point is not a minimum. If it is zero for some and negative for none, higher orders must be examined.

The assumption that $X$ is square and invertible is given up when near-dependent combinations are discarded. If $u_1$ is discarded during orthogonalization, $X$ becomes rectangular and $X^TRX$ loses the row and column that contain the force. For the first helium density it is then zero, although $\Delta E$ is still 4.10 eV. That zero is correct for the reduced basis, in which the density is self-consistent. The 4.10 eV has become an error of the basis, which no residual computed inside the reduced space can show.
